# Coherent Scatterers in Series: From Ohm's Law to Exponential Resistance

An electron travels along a wire so thin that only one transverse mode is occupied. On its way it meets a row of potential bumps, each of which reflects it with a small probability. Boltzmann theory treats each encounter as a separate random event, and the resistance then grows in proportion to the number of bumps. At low temperature, however, the electron may keep its phase along the whole wire, and waves reflected by different bumps interfere. The positions of the bumps are random, so one might expect the interference to average out and leave Ohm's law intact. It does not.

The carriers are taken as non-interacting and their scattering as elastic. Scatterer \(i\) reflects with probability \(R_i\) and transmits with probability \(T_i=1-R_i>0\). With two spin directions, the resistance between two reservoirs is \((h/2e^2)/T\), where \(T\) is the transmission of the whole wire. Since \(R+T=1\),

\[
\frac1T=\frac{T+R}{T}=1+\rho,\qquad \rho=\frac RT .
\]

The term 1 is there even without scatterers and belongs to the contacts. The part due to scattering is \(\rho\), in units of \(h/2e^2\).

Consider two scatterers separated by a free gap \(s\), and a wave of wave number \(k\) arriving from the left. Let \(t_i\) be the transmission amplitudes, \(r_2\) the reflection amplitude of the second scatterer for a wave from the left, and \(r_1'\) that of the first for a wave from the right. Conservation of flux makes the scattering matrix unitary, so its rows as well as its columns are normalized. Hence \(|r_1'|^2=1-|t_1|^2=R_1\): a scatterer reflects equally from both sides, though possibly with different phases.

The wave can cross directly, or after one, two or more round trips in the gap. Each round trip multiplies the amplitude by \(r_1'r_2e^{2iks}\), whose modulus is below one, so the sum is a convergent geometric series:

\[
t=t_1t_2e^{iks}\sum_{n=0}^{\infty}\left(r_1'r_2e^{2iks}\right)^n
=\frac{t_1t_2e^{iks}}{1-r_1'r_2e^{2iks}} .
\]

Let \(\theta=2ks+\arg(r_1'r_2)\) be the round-trip phase. Taking the inverse squared modulus gives

\[
\frac1{T_{12}}=\frac{\left|1-\sqrt{R_1R_2}\,e^{i\theta}\right|^2}{T_1T_2}
=\frac{1+R_1R_2-2\sqrt{R_1R_2}\cos\theta}{T_1T_2}.
\]

To obtain \(\rho_{12}=1/T_{12}-1\), subtract \(T_1T_2=(1-R_1)(1-R_2)=1-R_1-R_2+R_1R_2\) from the numerator:

\[
\rho_{12}=\frac{R_1+R_2-2\sqrt{R_1R_2}\cos\theta}{T_1T_2}.
\]

For given scatterers the result depends strongly on the gap. Two equal ones give anything from \(\rho_{12}=0\), a transmission resonance at \(\cos\theta=1\), to \(4R/T^2=4\rho(1+\rho)\) at \(\cos\theta=-1\).

Now let the gap vary from wire to wire so that \(\theta\) is uniformly distributed over a full turn, independently of \(R_1\) and \(R_2\). A uniform spread of \(s\) over a whole number of half wavelengths \(\pi/k\) achieves this, because \(\theta\) contains \(2ks\). The cosine averages to zero. With \(1/T_i=1+\rho_i\),

\[
\langle\rho_{12}\rangle=\frac{R_1}{T_1}\frac1{T_2}+\frac{R_2}{T_2}\frac1{T_1}
=\rho_1(1+\rho_2)+\rho_2(1+\rho_1),
\]

\[
\boxed{\langle\rho_{12}\rangle=\rho_1+\rho_2+2\rho_1\rho_2 .}
\]

For comparison, suppose that phase is lost in the gap. Probabilities are then added instead of amplitudes, and each round trip contributes a factor \(R_1R_2\):

\[
T_{\rm inc}=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.
\]

The corresponding ratio is

\[
\rho_{\rm inc}=\frac{1-R_1R_2-T_1T_2}{T_1T_2}
=\frac{R_1(1-R_2)+R_2(1-R_1)}{T_1T_2}=\rho_1+\rho_2 .
\]

Multiple reflections are fully included here, yet the resistances simply add. The extra term \(2\rho_1\rho_2\) is therefore due to interference, and it survives the average over phase.

It matters which quantity is averaged. The mean of the transmission itself contains \(|1-ze^{i\theta}|^{-2}\), with \(z=\sqrt{R_1R_2}\). Expanding gives \(|\sum_n z^ne^{in\theta}|^2\), in which terms with different \(n\) average to zero, leaving \(\sum_n z^{2n}=1/(1-R_1R_2)\). Thus \(\langle T_{12}\rangle=T_{\rm inc}\): for two scatterers, the mean transmission is the ohmic one, while the mean resistance is larger because \(1/T\) weights the poorly transmitting wires.

With a third scatterer this agreement ends. Averaging over the second gap, with the first held fixed, gives

\[
\langle T_{123}\rangle_{\rm second\ gap}=\frac1{1+\rho_{12}+\rho_3}=\frac{T_{12}}{1+\rho_3T_{12}} .
\]

This is a concave function of \(T_{12}\), so its average over the first gap lies below its value at \(\langle T_{12}\rangle=1/(1+\rho_1+\rho_2)\), which is \(1/(1+\rho_1+\rho_2+\rho_3)\). The inequality is strict when all three scatterers reflect. Even the mean transmission is then below Ohm's law.

For a longer chain, the series law becomes simple in the variable \(x=1+2\rho\):

\[
1+2\langle\rho_{12}\rangle=1+2\rho_1+2\rho_2+4\rho_1\rho_2=(1+2\rho_1)(1+2\rho_2).
\]

Let the gaps be independent, each with a uniform phase. Treat the first \(N-1\) scatterers as one composite scatterer and add the last. The reflection phase of the composite depends on the earlier gaps, but the last gap adds an independent uniform phase, so \(\theta\) is uniform whatever the earlier gaps are. Averaging over the last gap gives \(x_{N-1}x\), and averaging over the others gives \(\langle x_N\rangle=\langle x_{N-1}\rangle x\). For \(N\) equal scatterers, therefore,

\[
\boxed{\langle\rho_N\rangle=\frac{(1+2\rho)^N-1}{2}},\qquad \rho_{N,\rm inc}=N\rho .
\]

The first grows exponentially for any \(\rho>0\). The binomial expansion shows how the two part company:

\[
\langle\rho_N\rangle=N\rho+N(N-1)\rho^2+\ldots
\]

Each of the \(N(N-1)/2\) pairs contributes \(2\rho^2\). Relative to the ohmic value the first correction is \((N-1)\rho\), so Ohm's law is a good approximation as long as \(N\rho\ll1\). Weak scatterers postpone the departure but do not prevent it.

The Boltzmann equation gives the incoherent law directly. Let \(f(x)\) and \(g(x)\) be the occupations of right- and left-moving states at position \(x\), measured from the occupation in the right reservoir, and let \(1/l\) be the probability of reversal per unit length. In the steady state,

\[
\frac{df}{dx}=-\frac{f-g}{l},\qquad \frac{dg}{dx}=-\frac{f-g}{l}.
\]

The second sign follows because left-movers gain from \(f\) while travelling towards smaller \(x\). Subtraction shows that \(f-g=J\) is constant. Nothing enters from the right, so \(g(L)=0\) and \(f(L)=J\). Integrating back to the left end gives \(g(0)=JL/l\). Hence

\[
\frac RT=\frac{g(0)}{f(L)}=\frac Ll .
\]

With mean pitch \(d\) between scatterers, \(l=d/\rho\) reproduces \(N\rho\). For weak scatterers \(\rho\approx R\), and \(1/l\) is then close to the reflection probability per unit length, \(R/d\). The equation carries occupations and no phases, so it has no place for the term \(2\rho_1\rho_2\).

An exponentially growing mean could be the work of a few exceptional wires, so the distribution has to be examined. Let \(x\) again stand for \(1+2\rho\). Since \(x^2-1=4\rho(1+\rho)=4R/T^2\), the pair formula before averaging reads

\[
x_{12}=x_1x_2-\sqrt{x_1^2-1}\sqrt{x_2^2-1}\,\cos\theta .
\]

Squaring and using \(\langle\cos\theta\rangle=0\), \(\langle\cos^2\theta\rangle=1/2\) gives

\[
\langle x_{12}^2\rangle=x_1^2x_2^2+\tfrac12(x_1^2-1)(x_2^2-1).
\]

Multiply by 3, subtract 1 and collect terms:

\[
3\langle x_{12}^2\rangle-1=\tfrac12(3x_1^2-1)(3x_2^2-1).
\]

So \(y=(3x^2-1)/2\) is also multiplied at each step, and \(\langle x_N^2\rangle=(1+2y^N)/3\). Because \(y-x^2=(x^2-1)/2>0\), the mean square grows faster than the squared mean \(x^{2N}\). The standard deviation eventually exceeds the mean by any factor.

A steadier measure is the logarithm. For \(0\le z<1\),

\[
\ln\left|1-ze^{i\theta}\right|^2=-2\sum_{n=1}^{\infty}\frac{z^n\cos n\theta}{n},
\]

and every term averages to zero. The pair formula then gives \(\langle\ln(1/T_{12})\rangle=\ln(1/T_1)+\ln(1/T_2)\), and by the same gap-by-gap argument

\[
\langle\ln(1/T_N)\rangle=N\ln(1+\rho).
\]

The fluctuations of this logarithm are under control. Adding a scatterer contributes the random part above with \(z^2=RR_{N-1}<R\), where \(R_{N-1}\) is the reflection of the preceding chain. Its mean square is \(2\sum_n z^{2n}/n^2\), which is below the fixed number \(2\sum_nR^n/n^2\). Contributions from different steps are uncorrelated, since each averages to zero for any values of the earlier gaps. The variance of \(\ln(1/T_N)\) thus grows no faster than \(N\), and its standard deviation no faster than \(\sqrt N\), while its mean grows as \(N\). In a sufficiently long chain nearly every wire has a logarithm close to \(N\ln(1+\rho)\), relative to that value. The approach is slow for weak scatterers: with \(\rho\approx0.1\) the standard deviation is still more than half the mean at \(N=40\), and about a fifth of it at \(N=400\). Exponential growth is a property of typical wires too, with the typical resistance defined as

\[
\rho_{\rm typ}=e^{\langle\ln(1/T_N)\rangle}-1=(1+\rho)^N-1 .
\]

For weak scatterers \(\ln(1+2\rho)\approx2\rho\) and \(\ln(1+\rho)\approx\rho\), so the mean grows at twice the typical rate. For strong scatterers, with \(\rho\gg N\), the mean approaches \((2\rho)^N/2\) and the typical value \(\rho^N\), against \(N\rho\) for incoherent tunnelling in sequence. The ratio of the two growth rates, \(\ln(1+2\rho)/\ln(1+\rho)\), tends to one as \(\rho\) increases.

For numbers, take parameters in the rough regime of an indium antimonide nanowire at 0.3 K: effective mass 0.014 electron masses and kinetic energy \(E=15\) meV along the wire. Then \(k=\sqrt{2mE}/\hbar=0.0742\ \mathrm{nm^{-1}}\), and half a wavelength is 42.3 nm. Each bump is a rectangle of height \(V=7\) meV and width \(w=25\) nm, inside which the wave number is \(q=k\sqrt{1-V/E}=0.730\,k\).

At the right edge of the bump \(\psi=t\) and \(\psi'=ikt\). Carrying these back through the bump gives the values at its left edge, where the incident and reflected waves require \(\psi=1+r\) and \(\psi'=ik(1-r)\):

\[
1+r=t\left(\cos qw-\frac{ik}{q}\sin qw\right),\quad
1-r=t\left(\cos qw-\frac{iq}{k}\sin qw\right).
\]

Subtracting the two and taking the squared modulus,

\[
\rho=\frac{|r|^2}{|t|^2}=\frac14\left(\frac kq-\frac qk\right)^2\sin^2qw
=\frac14(0.639)^2(0.954)=0.0974 .
\]

One bump thus reflects about 9% of the electrons. The gaps are spread uniformly from 100 to 311.6 nm, a range of five half wavelengths, and the mean pitch is \(d=231\) nm. Solving the Schrödinger equation for two bumps over a set of gaps covering half a wavelength gives values of \(\rho_{12}\) from 0 to 0.428 with mean 0.2138. The series law gives \(2(0.0974)+2(0.0974)^2=0.2138\), and Ohm's law 0.1948.

For longer chains at zero temperature, \(1+2\rho=1.1948\) is raised to the power \(N\):

| \(N\) | ohmic | mean | typical |
|---|---|---|---|
| 5 | 0.49 | 0.72 | 0.59 |
| 10 | 0.97 | 2.47 | 1.53 |
| 20 | 1.95 | 17.1 | 5.42 |
| 40 | 3.90 | 618 | 40.2 |

The mean is at least twice the ohmic value from \(N=8\) on. With \(h/2e^2=12.91\) kΩ, ten bumps give 31.8 kΩ on average instead of 12.6 kΩ, and twenty give 221 kΩ instead of 25.1 kΩ, contacts excluded.

The mean free path is \(d/\rho=2.37\) µm. The mean resistance grows by a factor \(e\) over \(d/\ln(1+2\rho)=1.30\) µm once the exponential dominates, and the typical \(1/T\) over \(d/\ln(1+\rho)=2.48\) µm. Here \(kl\approx0.0742\times2370\approx176\), so the wave oscillates many times between reversals. This does not rescue Boltzmann theory in a coherent single-mode wire. At a length close to \(l\), ten bumps here, the mean resistance is already 2.5 times the ohmic value. The mean transmission departs later: it is about 4% below the ohmic one for ten bumps and about 43% below it for forty.

A sample of 200,000 random wires shows how uneven the distribution is. For ten bumps the sampled mean is 2.45, the standard deviation from the formula is 3.87, the median is 1.17, and 71% of the wires lie below the mean. The median is only about 20% above Ohm's law, so at this length much of the excess in the mean comes from a minority of highly resistive wires. For twenty bumps the median is 4.26, more than twice the ohmic value, and 79% lie below the mean of 17.1. Both medians are lower than the typical values in the table, 1.53 and 5.42, which are defined by the mean logarithm and are not medians.

The uniform phase is a real condition. If the gaps range from 100 to 300 nm, not a whole number of half wavelengths, the ten-bump mean becomes 2.68 instead of 2.47. If their spread is only 20 nm, the mean lies between 0.30 and about 30, depending on the central gap. The average of \(e^{2iks}\) over a spread \(W\) has modulus \(|\sin kW|/(kW)\), which is 0.67 for \(W=20\) nm, so the interference term does not drop out. It can even push the resistance below the ohmic 0.97.

The other condition is coherence. Suppose that phase is lost completely after every ten bumps. The segments then add as probabilities, and forty bumps have a mean of \(4\times2.465=9.86\), far below the coherent 618 but still 2.5 times the ohmic 3.90. Resistance is again proportional to length on scales longer than a segment, with a coefficient that retains the interference within each segment. It returns to the Boltzmann value when the coherent segments are much shorter than the mean free path.

A real indium antimonide wire departs from the model in several ways. A mean free path of 2.4 µm is long for such wires, where a few tenths of a micrometre to about one is a rough expectation. For a hard-wall wire of radius 30 nm the next subband lies 26.9 meV above the occupied one with the band-edge mass, and about 22 meV above it when the mass grows with energy, so at 15 meV a single mode is reasonable. Averaging the transmission over the thermal spread at 0.3 K lowers the ten-bump mean from 2.47 to 2.39 in one common set of random wires. Longer wires are affected more: the mean for twenty bumps falls from 17.1 to about 13.5, and that for forty from 618 to somewhat over a hundred. The energy dependence of the mass, taken alone, lowers the ten-bump mean from 2.47 to about 2.2 in a two-band estimate, with the kinetic energy and uniform phases held fixed. Here the mass also changes inside the bump, and flux is conserved at its edges. A mass of 0.018 electron masses used everywhere would instead raise the mean to about 2.7, so at fixed kinetic energy the change of mass at the bump decides the sign. If the wave number, and with it the electron density, is held fixed instead, the kinetic energy drops to about 12.6 meV and the same two-band estimate raises the mean to about 5.7. A shorter mean free path changes the mean strongly: 1 µm at the same pitch would give a ten-bump mean of about 22. Electron-electron repulsion can matter as much. A rough Luttinger-liquid estimate, quoted here without derivation and cut off at the energy \(\hbar v/L\) of the ten-bump wire, with \(v\) the electron velocity, for a wire wrapped by a metal gate at radius 45 nm, multiplies the \(\rho\) of one bump by 1.4 if the charge is spread evenly over the wire and the gate insulator has the same permittivity as the wire, 16.8. Inserted in the series law, this takes the ten-bump mean to about 5. With the charge profile of the lowest mode and an insulator of permittivity 3.9, the factor is 2.7 and the mean exceeds 30. A cutoff lower by a factor \(\pi\) would raise the two factors to about 1.6 and 3.5, so the size of this correction depends on the device and is uncertain even for a given one. These factors keep only the long-wavelength part of the repulsion. Its component at wave number \(2k\), about 12% and 7% of that part in the two cases, works against the increase; a rough weak-coupling correction for it lowers the factors 1.4 and 2.7 to about 1.3 and 2.2, and the ten-bump means to about 4 and 18. Spin-orbit coupling, which is strong in this material, is left out and has not been sized. The figures therefore illustrate the non-interacting law and do not predict the resistance of a particular device; most of them are listed in the numerical output.

## Table of computed values

```
mass 0.014 m_e, kinetic energy 15.0 meV, T 0.3 K
bump height 7.0 meV, width 25.0 nm
wave number 0.07424 1/nm, half wavelength 42.32 nm
gaps uniform from 100 to 311.6 nm
mean pitch d 230.8 nm
one bump: R 0.08877, T 0.91123
one bump: rho 0.09742, 1+2rho 1.19485
two bumps, solved over gaps: mean rho 0.21383
two bumps: lowest 0.00000, highest 0.42765
two bumps: law 0.21383, ohmic 0.19485
N, ohmic rho, mean coherent rho, typical rho:
   1    0.0974      0.0974    0.0974
   2    0.1948      0.2138    0.2043
   5    0.4871      0.7177    0.5917
  10    0.9742      2.4654    1.5336
  20    1.9485     17.0874    5.4192
  40    3.8969    618.1361   40.2056
coherent mean is twice ohmic or more from N = 8
h/(2e^2) = 12.9064 kilo-ohm
N=10: ohmic 12.57, coherent mean 31.82 kilo-ohm
N=20: ohmic 25.15, coherent mean 220.54 kilo-ohm
mean free path d/rho 2.369 um
growth length of mean 1.296 um
growth length, typical 2.483 um
ratio of growth rates 1.9149
random wires per N: 200000
N=10: sampled mean 2.453, std by formula 3.868
N=10: median 1.174, share below mean 0.711
N=20: sampled mean 17.074, std by formula 55.250
N=20: median 4.258, share below mean 0.793
Neglected effects, ten bumps unless said:
thermal length 4.98 um, wire 2.31 um
rho at 0 K 2.471, at 0.3 K 2.387 (same wires)
gaps 100 to 300 nm: mean rho 2.681
gap spread 20 nm: mean rho 0.300 to 29.754
40 bumps, coherence lost every 10: rho 9.862
confinement energy 17.5 meV, next subband +26.9 meV
non-parabolic mass 0.0179 m_e: one-bump rho 0.1019
  ten-bump mean rho 2.697
Luttinger parameter 0.922, one-bump rho times 1.42
  ten-bump mean rho 5.22
```
